\section*{Finding the Fermi energy with band tails and amphoteric defects}

\section{What has to be chosen}

A calculation on a disordered semiconductor may supply a density of states and the charge-transition levels of its defects. Carrier densities and defect charges then depend on one more number, the Fermi energy $\mu$, which is fixed by charge neutrality. The user has to choose a search interval, a root finder and a stopping criterion. If the total charge could cross zero twice, the answer might depend on the interval. If it falls steadily, any interval with opposite charge signs at its ends contains the one solution.

For the equilibrium model below, the charge does fall steadily. The practical choice is therefore a bracketing method, an interval computed from the model parameters, and a tolerance on $\mu$ itself. A tolerance on the remaining charge can be misleading, as the worked example shows.

\section{The charge being balanced}

Energies are measured from the valence mobility edge, $E_v=0$, and the conduction edge is $E_c=E_g$. Write $\theta=k_BT>0$ and $f(E)=[1+e^{(E-\mu)/\theta}]^{-1}$. The charge density divided by the elementary charge is
\begin{equation}
Q(\mu)=p+p_t-n-n_t+\int N_D(E)\,[1-\nu(\mu-E)]\,dE+C .
\label{Q}
\end{equation}
Here $n$ and $p$ are electrons and holes in extended states, $n_t$ and $p_t$ are their counterparts in the tails, and $C$ is the density of ionized donors minus that of ionized acceptors. A defect is neutral with one electron, so its charge is $1-\nu$, where $\nu$ is its mean electron number. The dopants are taken as fully ionized, and no density of states depends on $\mu$. Band and tail states are treated as independent one-electron states, with both spins counted in their densities.

\subsection{Bands and tails}

The extended states have constant densities $G_c$ above $E_c$ and $G_v$ below $E_v$. With $y=(E-\mu)/\theta$,
\begin{align}
n&=G_c\theta\int_{(E_c-\mu)/\theta}^{\infty}\frac{dy}{1+e^y}
=G_c\theta\Big[-\ln(1+e^{-y})\Big]_{(E_c-\mu)/\theta}^{\infty}\nonumber\\
&=G_c\theta\ln\!\left(1+e^{(\mu-E_c)/\theta}\right),
\label{n}
\end{align}
and the same integral for holes gives $p=G_v\theta\ln(1+e^{-\mu/\theta})$.

The conduction tail is acceptor-like: negative when filled, neutral when empty. The valence tail is donor-like: positive when empty, neutral when filled. Continuity at the edges gives
\begin{align}
n_t&=G_c\int_0^\infty e^{-s/E_{0c}}f(E_c-s)\,ds,\\
p_t&=G_v\int_0^\infty e^{-s/E_{0v}}[1-f(s)]\,ds .
\end{align}
Each tail is continued past the opposite edge, where its weight is exponentially small.

To see how a tail fills, set $a=\theta/E_{0c}$, $z=e^{(E_c-\mu)/\theta}$ and $v=e^{-s/\theta}$. Then $e^{-s/E_{0c}}=v^a$, $ds=-\theta\,dv/v$ and $f(E_c-s)=1/(1+zv)$, so
\begin{equation}
n_t=G_cE_{0c}\,a\int_0^1\frac{v^{a-1}}{1+zv}\,dv
=G_cE_{0c}\;{}_2F_1(1,a;1+a;-z).
\label{tail}
\end{equation}
The last form is Euler's integral for the hypergeometric function, whose prefactor here is $\Gamma(1+a)/[\Gamma(a)\Gamma(1)]=a$.

Two limits apply when $\mu$ lies far below the edge, $z\gg1$. If $a<1$, put $u=zv$ and extend the upper limit $z$ to infinity. Since $\int_0^\infty u^{a-1}(1+u)^{-1}du=\pi/\sin\pi a$,
\begin{equation}
n_t\simeq G_cE_{0c}\frac{\pi a}{\sin\pi a}\,e^{-(E_c-\mu)/E_{0c}}
\qquad(\theta<E_{0c}).
\label{wide}
\end{equation}
The tail energy, not the temperature, sets the exponent. If $a>1$, the integral is dominated by $zv\gg1$, and dropping the 1 in the denominator gives
\begin{equation}
n_t\simeq G_cE_{0c}\frac{a}{a-1}\,e^{-(E_c-\mu)/\theta}
\qquad(\theta>E_{0c}).
\end{equation}
Near $a=1$ both forms converge slowly, and the integral itself should be used. The valence tail follows on replacing $E_c-\mu$ by $\mu$ and the index $c$ by $v$.

\subsection{Amphoteric defects}

A defect has energy $0$ when empty, $E$ with one electron of either spin, and $2E+U$ with two. With $x=e^{(\mu-E)/\theta}$ and $w=e^{-U/\theta}$, the grand partition function is $Z=1+2x+wx^2$, and
\begin{equation}
P_0=\frac1Z,\quad P_1=\frac{2x}{Z},\quad P_2=\frac{wx^2}{Z},\quad
\nu=P_1+2P_2 .
\end{equation}
Because $P_0+P_1+P_2=1$, the charge is $1-\nu=P_0-P_2$. It vanishes when $wx^2=1$, that is, at $\mu=E+U/2$.

\section{Why there is one solution}

For one-electron states, differentiating the Fermi function gives $\partial f/\partial\mu=f(1-f)/\theta>0$. Electron numbers rise with $\mu$ and hole numbers fall.

For a defect, the number of electrons $N$ is 0, 1 or 2. Its weights depend on $\mu$ through $e^{N\mu/\theta}$, so $\partial P_j/\partial\mu=P_j(j-\nu)/\theta$. Therefore
\begin{equation}
\theta\frac{d\nu}{d\mu}=\sum_j jP_j(j-\nu)
=\langle N^2\rangle-\langle N\rangle^2 .
\end{equation}
A variance can be written as a sum over pairs, since
\begin{equation}
\tfrac12\sum_{i,j}(i-j)^2P_iP_j
=\tfrac12\left(2\langle N^2\rangle-2\langle N\rangle^2\right).
\end{equation}
The pairs $(0,1)$, $(1,2)$ and $(0,2)$ then give
\begin{align}
\theta\frac{d\nu}{d\mu}&=P_0P_1+P_1P_2+4P_0P_2\nonumber\\
&=\frac{2x+2wx^3+4wx^2}{Z^2}
=\frac{2x(1+2wx+wx^2)}{Z^2}>0 .
\label{var}
\end{align}
Nothing here requires $U>0$. A negative $U$ favours empty and doubly occupied defects over singly occupied ones, but the charge still falls as $\mu$ rises.

The derivatives of the occupations are bounded by $1/(4\theta)$ for one-electron states and by $1/\theta$ for defects, and the tail and defect densities are integrable. Differentiation under those integrals is thus allowed. Writing $g_t$ for the sum of the two tail densities,
\begin{align}
-\frac{dQ}{d\mu}={}&\frac{G_c}{1+e^{(E_c-\mu)/\theta}}
+\frac{G_v}{1+e^{\mu/\theta}}
+\frac1\theta\int g_t f(1-f)\,dE\nonumber\\
&+\frac1\theta\int N_D(E)\,\mathrm{Var}(N)\,dE>0 .
\label{slope}
\end{align}
Hence $Q$ is continuous and strictly decreasing, and it has at most one zero.

\section{A search interval that cannot miss}

Let $N_{\rm def}=\int N_D\,dE$. For $\mu\ge E_c$, the positive terms in $Q$ obey
\begin{equation}
p\le G_v\theta\ln2<G_v\theta,\qquad p_t<G_vE_{0v},
\end{equation}
and the defects contribute at most $N_{\rm def}$. Since $\ln(1+e^y)>y$, equation (\ref{n}) gives $n>G_c(\mu-E_c)$. The choice
\begin{equation}
\mu_{\rm hi}=E_c+\frac{\max(C,0)+N_{\rm def}+G_v(E_{0v}+\theta)}{G_c}
\label{hi}
\end{equation}
makes this lower bound on $n$ equal to the sum of the upper bounds on all positive terms, so $Q(\mu_{\rm hi})<0$. Exchanging electrons and holes gives $Q(\mu_{\rm lo})>0$ at
\begin{equation}
\mu_{\rm lo}=-\frac{\max(-C,0)+N_{\rm def}+G_c(E_{0c}+\theta)}{G_v}.
\end{equation}
The zero therefore exists and lies between these limits. An interval restricted to the gap could miss it under very heavy doping.

\section{Root finder, energy grid and tolerance}

Bisection evaluates $Q$ at the midpoint. If $Q>0$, the root lies above and the midpoint becomes the lower end; otherwise it becomes the upper end. After $k$ halvings the width is $(\mu_{\rm hi}-\mu_{\rm lo})/2^k$, and the final midpoint is within half the final width of the root of the function being evaluated. Rounding and quadrature errors come on top. Brent's method keeps the sign change but uses interpolation where it can. A Newton step can be added if it is rejected whenever it leaves the current bracket. Newton iterates may approach the root from one side and leave the bracket wide, so its width then no longer measures the error; the result should be confirmed by a sign change of $Q$ between $\mu-\delta\mu$ and $\mu+\delta\mu$.

The integrals are evaluated as sums over energies. Gauss--Legendre weights are positive, so each sum is a positive combination of decreasing functions. The discretized charge is then also decreasing, however coarse the grid. This secures a unique root, not an accurate one, so the energy grid needs its own convergence check. The bracket was derived with the exact integrals, which a coarse sum can exceed, so the signs of the computed charge at both ends should be checked before the search starts.

The tolerance on $\mu$ follows from the quantity wanted. For $E_c-\mu\gg\theta$, equation (\ref{n}) reduces to $n\simeq G_c\theta e^{(\mu-E_c)/\theta}$, and a small error $\delta\mu$ gives $\delta n/n\simeq\delta\mu/\theta$. At 300 K, a relative error of $10^{-3}$ in $n$ allows $\delta\mu\simeq0.026$ meV.

A tolerance on the charge acts differently. Differentiating $Q(\mu(C),C)=0$, with $\partial Q/\partial C=1$, gives
\begin{equation}
\frac{d\mu}{dC}=\frac{1}{|\partial Q/\partial\mu|}.
\label{response}
\end{equation}
A small charge residual $\delta Q$ shifts the root by $\delta Q$ times this response. Where the response is large, a small residual can hide a large error in $\mu$.

\section{Worked example}

The model has round parameters: $T=300$ K ($\theta=25.85$ meV), $E_g=1.8$ eV, $G_c=G_v=2\times10^{21}$ cm$^{-3}$ eV$^{-1}$, $E_{0c}=25$ meV and $E_{0v}=45$ meV. There are $10^{17}$ cm$^{-3}$ defects, with a Gaussian distribution of $E$ (mean 0.75 eV, standard deviation 0.10 eV) and $U=0.20$ eV. For $C=0$ the upper limit is
\begin{equation}
\mu_{\rm hi}=1.8+\frac{10^{17}}{2\times10^{21}}+0.045+0.02585
=1.8709\ \text{eV},
\end{equation}
and the lower one is $-0.0509$ eV. The results are:

\begin{center}
\begin{tabular}{rrr}
$C$ (cm$^{-3}$) & $\mu$ (eV) & $d\mu/dC$ (meV per $10^{16}$ cm$^{-3}$)\\
$-10^{18}$ & 0.235 & 0.50\\
$-10^{17}$ & 0.507 & 108\\
$-5\times10^{16}$ & 0.728 & 25.2\\
0 & 0.850 & 24.6\\
$5\times10^{16}$ & 0.972 & 25.2\\
$10^{17}$ & 1.357 & 5566\\
$10^{18}$ & 1.648 & 0.33
\end{tabular}
\end{center}

\paragraph{Undoped case.} The defects alone would be neutral at $0.75+0.20/2=0.85$ eV. Equation (\ref{wide}), applied to the valence tail with $a=25.85/45=0.574$, gives
\begin{equation}
p_t\simeq9\times10^{19}\times1.855\times e^{-0.850/0.045}
\simeq1.05\times10^{12}\ \text{cm}^{-3},
\end{equation}
in agreement with the full integral. This positive charge moves the root up by $1.05\times10^{-4}\times24.6$ meV, or about 2.6 $\mu$eV. The shift checks the numerics; it has no practical weight.

\paragraph{What the level distribution does.} At $\mu=E+U/2$ a single defect has $P_0=P_2=P$ and $P_1=1-2P$, so (\ref{var}) gives
\begin{equation}
\mathrm{Var}(N)=2P(1-2P)+4P^2=2P=\frac{1}{1+e^{U/2\theta}} .
\end{equation}
This is 0.020 for $U=0.20$ eV and 0.980 for $U=-0.20$ eV. With identical defects of positive $U$, the slope at 0.85 eV would be about $10^{17}\times0.0205/0.02585=7.9\times10^{16}$ cm$^{-3}$ eV$^{-1}$. The computed response implies $10^{16}/0.0246=4.1\times10^{17}$ in the same unit, five times more. The Gaussian spread places some defects close to a charge transition. Where $P_0\simeq P_1\simeq\frac12$, for instance, the variance is about $\frac14$. The spread thus strengthens the pinning here.

\paragraph{Doping equal to the defect density.} At $C=10^{17}$ cm$^{-3}$ almost every defect is doubly occupied. Let $M=\int N_D(2-\nu)\,dE$ be the number of electrons the defects still lack. Their charge is $M-N_{\rm def}$, and since $C=N_{\rm def}$, neutrality gives $M=n+n_t-p-p_t$. With $n=1.9\times10^{12}$ and $n_t=2.43\times10^{13}$ cm$^{-3}$ and negligible holes, $M\simeq2.6\times10^{13}$ cm$^{-3}$.

This limits the slope. For a defect, $\mathrm{Var}(N)=\mathrm{Var}(2-N)\le\langle(2-N)^2\rangle=4P_0+P_1\le2(2-\nu)$. For tail electrons $f(1-f)\le f$, and for band electrons $dn/d\mu\le n/\theta$ because $e^y/(1+e^y)\le\ln(1+e^y)$. Hence, neglecting holes,
\begin{equation}
\left|\frac{dQ}{d\mu}\right|\le\frac{2M+n+n_t}{\theta}
\simeq\frac{3\times2.6\times10^{13}}{0.02585}
\simeq3\times10^{15}\ \text{cm}^{-3}\,\text{eV}^{-1}.
\end{equation}
The computed slope, $10^{16}/5.566=1.8\times10^{15}$ in this unit, respects the bound. It is more than two hundred times smaller than in the undoped case.

A charge residual of $10^{14}$ cm$^{-3}$, only 0.1\% of the defect density, corresponds in linear estimate to 56 meV. That exceeds $\theta$, so the estimate itself is rough: a central difference of roots with doping steps of this size deviates from (\ref{response}) by 25\%. In the undoped case the same residual means 0.25 meV. A charge criterion adequate for one sample can therefore fail for another.

The acceptor-doped case $C=-10^{17}$ cm$^{-3}$ is less sensitive. The wider valence tail already holds $2.1\times10^{15}$ cm$^{-3}$ holes there, and its filling supplies about half of the slope. The tail width is not the only cause: with $E_{0v}=25$ meV the response rises from 108 to about 1100 in the units of the table, still five times below the donor-doped value, partly because the defect levels lie closer to $E_v$ than to $E_c$.

\paragraph{Heavy doping.} At $C=10^{18}$ cm$^{-3}$ the defects take $1.0\times10^{17}$ electrons per cm$^3$, the conduction tail $7.6\times10^{17}$ and the extended states $1.4\times10^{17}$. Only 14\% of the donated electrons are in extended states, and the tail now holds the Fermi energy, supplying 82\% of the slope. These shares assume full ionization and a defect density that does not change with doping. In a real doped amorphous film $C$ is not the dopant concentration, and the defect density generally depends on the doping.

\paragraph{Cost and accuracy.} Bisection needs 41 halvings to reach a width of $10^{-12}$ eV; Brent's method needs 10 to 18 charge evaluations. At $C=10^{18}$ cm$^{-3}$, an unguarded Newton step from midgap gives
\begin{equation}
0.90+\frac{9.795\times10^{17}}{4.122\times10^{17}}=3.28\ \text{eV},
\end{equation}
far outside the bracket. A coarse grid, with three points per panel of at most 0.3 eV, shifts this root by $-0.42$ meV. The free-electron density then changes by about $-0.42/25.85$, or $-1.6\%$. This is the case with the smallest response, not a bound for others: at $C=10^{17}$ cm$^{-3}$ the same grid shifts the root by about $+65$ meV, a factor of 12 in $n$.

The tests include 40 random parameter sets, 15 of them with negative $U$; in each, the charge decreased between all sampled energies. For the seven dopings in the table, the numerical output also lists the carrier densities and the defect charge at the root.

\section{When the guarantee does not apply}

If the defect density itself depends on $\mu$, the derivative of its charge is
\begin{equation}
\frac{d}{d\mu}\left[N_D(1-\nu)\right]
=-N_D\frac{d\nu}{d\mu}+(1-\nu)\frac{dN_D}{d\mu}.
\end{equation}
For an arbitrary dependence of $N_D$ on $\mu$ the second term can be positive, and the proof above no longer settles the sign. Dilute defects formed in thermal equilibrium at temperature $T$ are a harmless case. If the formation energy of the neutral defect does not depend on $\mu$, then $N_D\propto Z e^{-\mu/\theta}$. Since $d\ln Z/d\mu=\nu/\theta$, this gives $dN_D/d\mu=-(1-\nu)N_D/\theta$, and the second term becomes $-N_D(1-\nu)^2/\theta\le0$. The charge still falls, although the bracket above, which assumes a fixed $N_{\rm def}$, must be reconsidered. Illumination and current flow, which separate the electron and hole populations from a common $\mu$, lie outside the proof altogether.

A discrete set of levels needs care at low temperature. Each level contributes $f(1-f)/\theta\le e^{-|E-\mu|/\theta}/\theta$ to the slope. If all levels lie more than about $40\,\theta$ away, the part of the charge that depends on $\mu$ is smaller than the double-precision rounding of the level densities themselves. When the charge is formed as a difference of such large terms, such as a fixed electron count minus the occupied states, or $C$ against fully charged levels, it is numerically flat, and $\mu$ is poorly determined even though the exact root is unique. When only the small electron and hole populations are balanced, each evaluated directly, the root keeps its precision. For two levels at $\pm45\,\theta$ with degeneracies 3 and 1, the first form misses the root by about $9\,\theta$ and the second by less than $10^{-14}\,\theta$. At $T=0$ a true plateau can occur.

The choice of occupation function matters too. First-order Methfessel--Paxton smearing, with $X=(E-\mu)/\sigma_s$ and smearing width $\sigma_s$, has an occupation derivative with respect to $\mu$ proportional to $e^{-X^2}(\frac32-X^2)$. This is negative for $X^2>\frac32$, so the monotonicity argument fails. For neutrality in thermal equilibrium, use Fermi--Dirac occupations for the one-electron states and the three-charge-state statistics for the defects. Then take the computed bracket, a tolerance on $\mu$ well below $\theta$, and an energy grid refined until the root stops moving at that tolerance.

\section*{Computed results}
\begin{verbatim}
Temperature: 300 K; kT = 25.852 meV
Mobility gap: 1.80 eV
Edge densities Gc, Gv: 2.0e+21, 2.0e+21 cm^-3 eV^-1
Tail energies E0c, E0v: 25, 45 meV
Defect density: 1.0e+17 cm^-3
Defect mean level, sigma, U: 0.75, 0.10, 0.20 eV
Bracket for C=0: -0.05090 to 1.87090 eV
Bracket for C=1e18 cm^-3: -0.05090 to 1.87140 eV
Charge at its ends: 1.954e+20, -1.935e+20 cm^-3
Fermi energy and local response (C in cm^-3, mu in eV,
  dmu/dC in meV per 1e16 cm^-3, halvings, Brent evaluations)
   -1.0e+18 0.234649 0.5033 41 15
   -1.0e+17 0.507438 108.2526 41 15
   -5.0e+16 0.727964 25.2043 41 11
    0.0e+00 0.850003 24.5586 41 10
    5.0e+16 0.972076 25.2284 41 10
    1.0e+17 1.357100 5566.3092 41 18
    1.0e+18 1.647726 0.3302 41 15
Reservoirs in cm^-3: C, n, n_t, p, p_t, defect charge
   -1.0e+18 2.611e-07 6.686e-06 5.910e+15 8.941e+17 1.000e+17
   -1.0e+17 9.987e-03 2.396e-01 1.545e+11 2.115e+15 9.788e+16
   -5.0e+16 5.059e+01 1.123e+03 3.050e+07 1.574e+13 4.998e+16
    0.0e+00 5.679e+03 1.189e+05 2.717e+05 1.045e+12 -1.045e+12
    5.0e+16 6.383e+05 1.243e+07 2.417e+03 6.937e+10 -5.000e+16
    1.0e+17 1.876e+12 2.428e+13 8.227e-04 1.334e+07 -9.997e+16
    1.0e+18 1.428e+17 7.572e+17 1.079e-08 2.092e+04 -1.000e+17
Largest relative deviation of root differences from 1/|slope|:
  doping step moving mu by ~0.1 meV: 3.6e-06
  fixed step 1e+14 cm^-3: 2.5e-01 at C=1.0e+17 cm^-3
  linear estimate of that fixed step's shift: 55.663 meV
Defect symmetry point E+U/2: 0.850 eV
Root for C=0 minus this point: 2.568 ueV
Newton from midgap 0.90 eV, C=1e18: lands at 3.276 eV
  midgap charge 9.795e+17 cm^-3, slope -4.122e+17 cm^-3 eV^-1
Coarse-grid root, C=1e18: 1.647304 eV
Coarse minus fine root: -0.422 meV
Single-defect variance at E+U/2, U=+0.2 eV: 0.02047
Single-defect variance at E+U/2, U=-0.2 eV: 0.97953
Largest relative tail quadrature error: 4.0e-15
Random parameter sets: 40, with U<0: 15
\end{verbatim}
